# Excitonic Coupling from CIS: Förster and Dexter Limits of a Dimer

A calculation of exciton transfer between two molecules begins with a choice: are the transition densities of the separate monomers enough, or must the pair be treated as one system? Configuration interaction singles (CIS) gives a criterion. A dipole-allowed singlet has a long-range coupling that monomer data supply. A triplet has a short-range coupling that depends on orbital overlap, and there the direct exchange integral alone can fail badly.

## Setting and theorem

Atomic units are used. The dimer AB has a closed-shell Hartree-Fock reference, a spin-free Hamiltonian and real orthonormal orbitals. Occupied \(i\) and virtual \(a\) are localized on A; occupied \(j\) and virtual \(b\) are localized on B. Rotations within the occupied space and within the virtual space leave the span of all single excitations unchanged, so localization does not alter the CIS energies. Write

\[
(pq|rs)=\iint \frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\,\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\]

Let \(\mathbf R=R\mathbf n\) point from A to B.

**Theorem.**

(a) The CIS matrix element between \(i\to a\) and \(j\to b\) is

\[
V_S=2(ia|jb)-(ij|ab),\qquad V_T=-(ij|ab)
\]

for singlets and triplets. For monomer states with real amplitudes \(X_{ia}\), \(X_{jb}\), these elements are summed with weight \(X_{ia}X_{jb}\).

(b) If both transition dipoles \(\boldsymbol\mu=\sqrt2\sum X_{ia}\langle i|\mathbf r|a\rangle\) are nonzero, the Coulomb part at large \(R\) is

\[
V_C=\frac{\boldsymbol\mu_A\cdot\boldsymbol\mu_B-3(\boldsymbol\mu_A\cdot\mathbf n)(\boldsymbol\mu_B\cdot\mathbf n)}{R^3}+O(R^{-4}).
\]

For special orientations the bracket can vanish.

(c) If the occupied orbitals are bounded by a power times \(e^{-\kappa_o r}\), and the virtual ones by a power times \(e^{-\kappa_v r}\), with \(r\) measured from their own monomer, then \(|(ij|ab)|\) is bounded by a power of \(R\) times \(e^{-(\kappa_o+\kappa_v)R}\).

The theorem concerns the direct coupling. Charge-transfer configurations add a further term, derived below.

## Lemma 1: the two integrals

Consider first spin orbitals of equal spin. In the places where the reference has \((i,j)\), the determinant \(\Phi_i^a\) has \((a,j)\) and \(\Phi_j^b\) has \((i,b)\). They differ in two spin orbitals, so one-electron operators cannot connect them. The electron repulsion connects them in the given order and, with a minus sign from antisymmetry, in the exchanged order:

\[
\langle\Phi_i^a|H|\Phi_j^b\rangle=(ai|jb)-(ab|ji)=(ia|jb)-(ij|ab).
\]

If \(i\to a\) has spin up and \(j\to b\) spin down, the exchanged term vanishes by spin orthogonality, leaving \((ia|jb)\).

The spin-adapted states are

\[
|ia\rangle_{\pm}=\frac{1}{\sqrt2}\left(\Phi_{i\uparrow}^{a\uparrow}\pm\Phi_{i\downarrow}^{a\downarrow}\right),
\]

with plus for the singlet and minus for the triplet with zero spin projection. The other triplet components have the same energies by spin rotation. There are two equal-spin and two opposite-spin terms:

\[
V_\pm=\tfrac12\left\{2[(ia|jb)-(ij|ab)]\pm2(ia|jb)\right\}.
\]

The upper sign gives \(2(ia|jb)-(ij|ab)\), the lower \(-(ij|ab)\). This proves (a). In the triplet, the up-spin and down-spin transition densities cancel, so no Coulomb term survives.

For two equivalent monomers, meaning monomers exchanged by a symmetry operation of the dimer, the local states have a common energy \(E_0\). Identical polar molecules placed head to tail are not equivalent in this sense. In the space of these two states,

\[
\begin{pmatrix}E_0&V\\V&E_0\end{pmatrix}
\frac{1}{\sqrt2}\begin{pmatrix}1\\\pm1\end{pmatrix}
=(E_0\pm V)\frac{1}{\sqrt2}\begin{pmatrix}1\\\pm1\end{pmatrix}.
\]

Thus \(V=(E_+-E_-)/2\). Reversing the phase of one local state reverses the sign of \(V\), but not the set of energies. Below, the state on B is a translated copy of that on A.

## Lemma 2: the Förster limit

Define \(\rho_A=\sqrt2\sum X_{ia}\phi_i\phi_a\), and \(\rho_B\) likewise. The two factors \(\sqrt2\) supply the singlet factor 2, so

\[
V_C=\iint\frac{\rho_A(\mathbf r)\rho_B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

Let \(\mathbf u\) and \(\mathbf v\) be positions relative to the centres of A and B, and \(\mathbf w=\mathbf v-\mathbf u\). For localized densities,

\[
\frac1{|\mathbf R+\mathbf w|}=\frac1R-\frac{\mathbf n\cdot\mathbf w}{R^2}+\frac{3(\mathbf n\cdot\mathbf w)^2-w^2}{2R^3}+O(R^{-4}).
\]

Orthogonality of \(i\) and \(a\) gives \(\int\rho_A=0\), and similarly for B. Every term that depends on \(\mathbf u\) alone or \(\mathbf v\) alone therefore vanishes. The mixed part of \((\mathbf n\cdot\mathbf w)^2\) is \(-2(\mathbf n\cdot\mathbf u)(\mathbf n\cdot\mathbf v)\), and that of \(w^2\) is \(-2\mathbf u\cdot\mathbf v\). What remains is

\[
\frac{\mathbf u\cdot\mathbf v-3(\mathbf n\cdot\mathbf u)(\mathbf n\cdot\mathbf v)}{R^3}.
\]

Integration with \(\rho_A\rho_B\) proves (b). The electron charge enters twice, so its sign drops out.

Equal parallel dipoles perpendicular to \(\mathbf n\) give \(+\mu^2/R^3\); placed head to tail they give \(-2\mu^2/R^3\). If both transition dipoles vanish, each density must contribute at least two powers of its own coordinate. The first possible term is then of degree four in \(\mathbf w\), which scales as \(R^{-5}\): a dipole-forbidden singlet has no Förster \(R^{-3}\) term.

## Lemma 3: the Dexter limit

Let \(s=r_A+r_B\), where \(r_A,r_B\) are the distances from the two centres. The triangle inequality gives \(s\ge R\). By the tail assumption,

\[
|\phi_i\phi_j|\le g(s),\qquad g(s)=C(1+s)^{2m}e^{-\kappa_o s}.
\]

For large \(R\), \(g\) decreases on \(s\ge R\), so the largest value of the overlap density is at most \(g(R)\). For its integral use prolate coordinates \(\xi=s/R\), \(\eta=(r_A-r_B)/R\), with volume element \((R^3/8)(\xi^2-\eta^2)d\xi\,d\eta\,d\varphi\). Dropping \(-\eta^2\) and integrating over \(\eta\) and \(\varphi\) gives

\[
\int|\phi_i\phi_j|\,d^3r\le\frac{\pi}{2}\int_R^\infty s^2g(s)\,ds .
\]

This is a power of \(R\) times \(e^{-\kappa_oR}\). The same holds for \(f=|\phi_a\phi_b|\) with \(\kappa_v\). To bound the potential of \(f\), split space at unit distance from the field point:

\[
\int\frac{f(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'\le2\pi\max f+\int f\,d^3r'.
\]

Multiplying this by the integral of \(|\phi_i\phi_j|\) proves (c). \(\square\)

If the two monomers have different tails, the smaller exponent in each pair must be used. The assumption concerns the orbitals actually employed: an unbound virtual orbital need not satisfy it, and Gaussian basis functions have a different far tail.

**Effect of orthogonalization.** Suppose the raw occupied pair has overlap \(S_{ij}\), the raw virtual pair \(S_{ab}\), and the occupied-virtual overlaps vanish. Symmetric orthogonalization gives \(i'=i-\tfrac12S_{ij}j+O(S^2)\) and \(j'=j-\tfrac12S_{ij}i+O(S^2)\), hence

\[
i'j'=ij-\tfrac12S_{ij}(ii+jj)+\dots,\qquad
a'b'=ab-\tfrac12S_{ab}(aa+bb)+\dots
\]

Multiplying out the leading terms,

\[
\begin{aligned}
(i'j'|a'b')\approx{}&(ij|ab)-\tfrac12S_{ij}(ii+jj|ab)\\
&-\tfrac12S_{ab}(ij|aa+bb)+\tfrac14S_{ij}S_{ab}(ii+jj|aa+bb).
\end{aligned}
\]

Here a sum inside a bracket means the sum of the integrals. All four terms have the same exponential factor. Orthogonalization can therefore change the prefactor substantially while leaving the exponential bound intact.

## Remark: charge transfer is part of the coupling

Let \(P\) contain the two local states and \(Q\) the charge-transfer (CT) configurations; the other local excitations are left out of this estimate. The lower block of the eigenvalue equation gives \(c_Q=(E-H_{QQ})^{-1}H_{QP}c_P\). Inserting this in the upper block yields

\[
H_{\rm eff}(E)=H_{PP}+H_{PQ}(E-H_{QQ})^{-1}H_{QP}.
\]

With \(E\) replaced by \(E_0\), and \(q\) running over the eigenstates of \(H_{QQ}\), the extra coupling is

\[
V_{CT}=\sum_q\frac{H_{Aq}H_{qB}}{E_0-E_q}.
\]

This requires couplings to CT states that are small compared with the energy gaps; it fails near a resonance.

For one occupied and one virtual orbital per monomer, the triplet elements follow by comparing determinants that differ in one spin orbital. Going from \(i\to a\) to \(i\to b\) moves the electron. The mean field \(F_{ab}\) must be corrected because \(i\) is empty:

\[
t_e=F_{ab}-(ii|ab).
\]

The equal-spin element also contains \((ia|ib)\), which the opposite-spin element cancels in the triplet. Going from \(i\to b\) to \(j\to b\) moves the hole. Reordering the determinant gives a minus sign, and the electron in \(b\) adds its field:

\[
t_h=-F_{ij}-(ij|bb).
\]

Its exchange partner \((ib|jb)\) cancels in the same way. The second path, through \(j\to a\), has the same product when a symmetry operation of the dimer exchanges the monomers; otherwise the two paths must be summed separately. Neglecting the coupling between the two CT configurations,

\[
V_{CT}\approx-\frac{2t_et_h}{E_{CT}-E_0}.
\]

One factor carries the virtual overlap tail and the other the occupied one, provided that no occupied orbital decays more slowly than \(i\) and \(j\), and that these decay no more slowly than \(a\) and \(b\), since \(F_{ab}\) contains exchange terms such as \((ai|ib)\). The product then has the same exponential order as the direct exchange, and no small parameter makes it negligible beside \((ij|ab)\).

## Example 1: Slater orbitals

Place on each site \(\phi_{1s}=e^{-r}/\sqrt\pi\) as the occupied orbital and \(\phi_{2p}=z e^{-r}/\sqrt\pi\) as the virtual one, with \(z\) perpendicular to \(\mathbf R\). Reflection in \(z\) makes the occupied-virtual overlaps vanish. The transition moment is

\[
\langle1s|z|2p_z\rangle=\frac1\pi\,\frac{4\pi}{3}\int_0^\infty r^4e^{-2r}dr=\frac43\cdot\frac{24}{32}=1 .
\]

Thus \(\mu^2=2\), and the dipole law is \(2/R^3\). At \(R=10\) bohr it gives \(2.000\times10^{-3}\) Ha, as does the Coulomb integral to these digits. At 6 bohr the integral over the raw, non-orthogonalized orbitals is \(9.10\times10^{-3}\) Ha against \(9.26\times10^{-3}\) Ha. The transition density here has purely dipolar angular form, so its potential outside the cloud is a pure dipole potential; the 2% deficit comes from interpenetration of the clouds. With symmetrically orthogonalized orbitals, as part (a) assumes, the integral at 6 bohr is \(8.94\times10^{-3}\) Ha, about 3.5% below the dipole law.

The overlaps follow in prolate coordinates. After the angular integrals,

\[
S_{ij}=\frac{R^3}{4}\int_1^\infty\left(2\xi^2-\tfrac23\right)e^{-R\xi}d\xi
=e^{-R}\left(1+R+\frac{R^2}{3}\right).
\]

For the \(p\) orbitals, \(z^2=(R^2/4)(\xi^2-1)(1-\eta^2)\cos^2\varphi\), and

\[
\begin{aligned}
S_{ab}&=\frac{R^5}{120}\int_1^\infty(5\xi^4-6\xi^2+1)e^{-R\xi}d\xi\\
&=e^{-R}\left(1+R+\frac{2R^2}{5}+\frac{R^3}{15}\right).
\end{aligned}
\]

Both overlap densities are nonnegative, which gives a lower bound as well. Measured from the midpoint, each point lies at a distance of at most \(R\xi/2\). The mean of an inverse distance is at least the inverse of the mean distance, so

\[
(ij|ab)\ge\frac{2S_{ij}S_{ab}}{R(\langle\xi\rangle_{ij}+\langle\xi\rangle_{ab})}.
\]

Both means tend to 1, because \(e^{-R\xi}\) concentrates the densities near \(\xi=1\). Together with (c), this fixes the limiting decay rate of the raw integral at 2 bohr\(^{-1}\).

From 6 to 12 bohr the raw integral falls from \(1.24\times10^{-3}\) to \(9.2\times10^{-8}\) Ha, while \(R(ij|ab)/(S_{ij}S_{ab})\) changes only from 1.78 to 2.57. The mean decay rates between successive distances are 1.50, 1.60 and 1.66 bohr\(^{-1}\). They are still below 2 because the growing powers of \(R\) offset part of the exponential.

Orthogonalization reduces the integral to \(2.56\times10^{-4}\) Ha at 6 bohr, about 21% of its raw value, and to \(5.6\times10^{-8}\) Ha at 12 bohr, about 61%. The prefactor thus depends strongly on the orbital convention.

## Example 2: two nitrogen molecules

Two parallel N\(_2\) molecules stand side by side, each with a chosen bond length of 2.10 bohr. The level is RHF and CIS in the 6-31G basis. The bright singlet is the lowest with a transition dipole above 0.5 e bohr along the bond; it has \(|\mu|=1.664\) e bohr. Its energy in this small basis, 17.08 eV, lies above the ionization energy of N\(_2\), about 15.6 eV. The state therefore serves as a model transition density for testing the distance law, not as a prediction of the N\(_2\) spectrum. Its properties are not converged in the basis: the state chosen by the same rule has 16.87 eV and 1.686 e bohr in cc-pVDZ, and 14.47 eV and 1.585 e bohr in aug-cc-pVDZ.

At \(R=20\) bohr,

\[
\frac{\mu^2}{R^3}=\frac{(1.664)^2}{8000}=3.46\times10^{-4}\ \text{Ha}.
\]

The transition-density integral, evaluated with the monomer amplitudes on dimer orbitals localized as described below, is \(3.53\times10^{-4}\) Ha, 1.9% above the dipole value. Half the full CIS splitting is also \(3.53\times10^{-4}\) Ha, or 9.60 meV. At 40 bohr the excess over the dipole law is 0.48%, a factor of four smaller for a doubled distance. Symmetry explains this: a dipole-allowed transition density of N\(_2\) is odd under inversion and has no quadrupole, so the next term is dipole-octupole, of order \(R^{-5}\), a relative correction of order \(R^{-2}\). At 6 bohr the excess is 15%, so the point dipole no longer represents the Coulomb part well. The full singlet splitting was computed only at 20 and 40 bohr; these data do not show that the Coulomb part alone gives the coupling at 6 bohr, where CT configurations may contribute.

The lowest triplet behaves differently. The division into direct and CT-mediated parts depends on how the orbitals are localized, while the full splitting does not. Here the occupied and the virtual space of the dimer are each rotated to the orthonormal set closest to the monomer orbitals, and the local states carry the monomer amplitudes. At close range the contributions to its coupling are:

| \(R\) (bohr) | direct (Ha) | CT-mediated (Ha) | full half splitting (Ha) |
|---|---:|---:|---:|
| 6 | \(-5.07\times10^{-6}\) | \(5.921\times10^{-4}\) | \(5.948\times10^{-4}\) |
| 7 | \(-1.78\times10^{-6}\) | \(8.728\times10^{-5}\) | \(8.526\times10^{-5}\) |

At 6 bohr the first two entries add to \(5.870\times10^{-4}\) Ha, 1.3% below the full value, which is 16.2 meV. At 7 bohr the sum is \(8.550\times10^{-5}\) Ha, 0.3% above the full value. With this localization the direct term alone has the wrong sign and about 1% and 2% of the full magnitude. These fractions are specific to the convention. Splitting the occupied and virtual spaces by the position along \(\mathbf R\) or by Löwdin population gives 4% to 7%, and the exchange integral over raw, non-orthogonal monomer orbitals is \(-2.9\times10^{-4}\) Ha at 6 bohr, about half the full magnitude and of the wrong sign.

A control calculation confirms the cause. With the CT configurations removed and all local excitations kept, the half splitting at 6 bohr drops to \(-3.6\times10^{-6}\) Ha. In this pair the triplet coupling is almost entirely charge-transfer mediated.

No exponential rate is inferred from the N\(_2\) data, because the basis is Gaussian. CIS also omits dynamic correlation and double excitations, and 6-31G has no diffuse functions. Since \(V_{CT}\) depends on both the orbital tails and the CT energies, these omissions also affect the triplet coupling. The full half splitting at 6 and 7 bohr is \(6.23\times10^{-4}\) and \(8.72\times10^{-5}\) Ha in cc-pVDZ, and \(6.33\times10^{-4}\) and \(9.78\times10^{-5}\) Ha in aug-cc-pVDZ, up to 6% and 15% above the 6-31G values, so the digits in the table belong to that basis only. In aug-cc-pVDZ the direct term stays below 2% of the full value for the position and Löwdin splittings, but its sign at 6 bohr depends on the localization. The effect of correlation was not computed. Spin-orbit coupling, absent here, could give a triplet some singlet character and with it a dipole coupling.

For the opening choice, this means that a well-separated, dipole-allowed singlet can be treated with monomer transition densities, and with point dipoles once the higher multipoles are small. A triplet at overlap distance calls for a dimer calculation that includes the CT configurations. The numerical output below lists the Coulomb part of the N\(_2\) singlet coupling at 6, 7, 10, 20 and 40 bohr, the full singlet splitting at 20 and 40 bohr, and the triplet terms at 6 and 7 bohr.

## Calculated quantities

```
CIS formula vs Fock space, largest error: 1.6e-14 (random units)
Slater model, exponents 1 bohr^-1; p orbitals perpendicular to R
R=6 bohr: 2(ia|jb)=9.0979e-03 Ha, dipole law=9.2599e-03 Ha
  S_ij=4.710e-02, S_ab=8.874e-02, (ij|ab) raw=1.242e-03 Ha, orthogonalized=2.555e-04 Ha
  R*raw/(S_ij S_ab)=1.783, orthogonalized/(S_ij S_ab)=0.0611 Ha
R=8 bohr: 2(ia|jb)=3.9014e-03 Ha, dipole law=3.9065e-03 Ha
  S_ij=1.018e-02, S_ab=2.306e-02, (ij|ab) raw=6.164e-05 Ha, orthogonalized=2.100e-05 Ha
  R*raw/(S_ij S_ab)=2.101, orthogonalized/(S_ij S_ab)=0.0895 Ha
R=10 bohr: 2(ia|jb)=2.0000e-03 Ha, dipole law=2.0001e-03 Ha
  S_ij=2.013e-03, S_ab=5.342e-03, (ij|ab) raw=2.536e-06 Ha, orthogonalized=1.210e-06 Ha
  R*raw/(S_ij S_ab)=2.358, orthogonalized/(S_ij S_ab)=0.1126 Ha
R=12 bohr: 2(ia|jb)=1.1575e-03 Ha, dipole law=1.1575e-03 Ha
  S_ij=3.748e-04, S_ab=1.142e-03, (ij|ab) raw=9.175e-08 Ha, orthogonalized=5.589e-08 Ha
  R*raw/(S_ij S_ab)=2.573, orthogonalized/(S_ij S_ab)=0.1306 Ha
Transition moment <1s|z|2pz>: 1.0000 e bohr
Axial/perpendicular-law ratio at 12 bohr: -1.9999
Mean decay rates of raw (ij|ab) between rows: 1.502, 1.595, 1.660 bohr^-1
N2 monomer, bond 2.10 bohr, RHF/CIS 6-31G
Bright singlet: 0.62769 Ha = 17.080 eV, |mu_z|=1.6643 e bohr
Lowest triplet: 0.20971 Ha = 5.706 eV
N2 pair R=6 bohr, singlet: Coulomb=1.4693e-02 Ha, exchange=-5.57e-05 Ha
  dipole law=1.2823e-02 Ha, Coulomb/dipole=1.1459
  triplet: direct=-5.066e-06 Ha, CT-mediated=5.921e-04 Ha
  triplet half splitting: full CIS=5.948e-04 Ha = 16.185 meV, CT removed=-3.607e-06 Ha
N2 pair R=7 bohr, singlet: Coulomb=9.1983e-03 Ha, exchange=-1.07e-05 Ha
  dipole law=8.0752e-03 Ha, Coulomb/dipole=1.1391
  triplet: direct=-1.780e-06 Ha, CT-mediated=8.728e-05 Ha
  triplet half splitting: full CIS=8.526e-05 Ha = 2.320 meV, CT removed=-1.708e-06 Ha
N2 pair R=10 bohr, singlet: Coulomb=2.9770e-03 Ha, exchange=-1.46e-09 Ha
  dipole law=2.7698e-03 Ha, Coulomb/dipole=1.0748
N2 pair R=20 bohr, singlet: Coulomb=3.5285e-04 Ha, exchange=-1.17e-31 Ha
  dipole law=3.4622e-04 Ha, Coulomb/dipole=1.0191
  half splitting of full CIS=3.5285e-04 Ha = 9.602 meV
N2 pair R=40 bohr, singlet: Coulomb=4.3486e-05 Ha, exchange=6.25e-32 Ha
  dipole law=4.3278e-05 Ha, Coulomb/dipole=1.0048
  half splitting of full CIS=4.3486e-05 Ha = 1.183 meV
N2 singlet Coulomb power of 1/R from 20 to 40 bohr: 3.0204
```
